# Choosing recursion depth and terminator for a lead self-energy

When a transport calculation replaces a lead by a recursion chain, two settings control the truncation error of the contact broadening: the number of levels computed and the terminator that stands for the rest. For a gapless lead, a constant square-root terminator may serve. For a gapped lead it puts spurious states in the gap, and more levels remove them at a rate fixed by the complex band of the recursion chain, which generally differs from that of the lead itself. The coefficients show which case applies.

## What the chain represents

Let \(H\) be the real symmetric Hamiltonian of a semi-infinite lead, in an orthonormal basis with finite-range hopping. A device level couples with strength \(V\) to one normalised lead orbital \(u_0\). Eliminating the lead gives the self-energy and broadening

\[
\Sigma_{\rm lead}=V^2G_{00}(E),\qquad \Gamma=-2V^2\,{\rm Im}\,G_{00}(E),
\]

with \(G=(E-H)^{-1}\), \(E\) carrying \(+i0\), and \(\hbar=1\). One chain gives this one matrix element. Several independent contact orbitals can be treated together by block recursion, with matrices for coefficients.

Haydock recursion builds new orbitals by

\[
b_{n+1}u_{n+1}=(H-a_n)u_n-b_nu_{n-1},\qquad a_n=\langle u_n|H|u_n\rangle ,
\]

with \(b_0=0\) and \(b_{n+1}>0\) fixed by normalisation. Three terms suffice: for \(m<n-1\), \(Hu_m\) contains no orbital beyond \(u_{m+1}\), so \(\langle u_m|H|u_n\rangle=\langle Hu_m|u_n\rangle=0\). The lead seen from \(u_0\) is thus a half-chain with site energies \(a_n\) and hoppings \(b_n\) between sites \(n-1\) and \(n\). Since \(N\) steps apply \(H\) only \(N\) times, a cluster that far in extent gives the infinite lead's coefficients.

If \(\Sigma_n\) is the self-energy that sites \(n,n+1,\dots\) exert on site \(n-1\), eliminating one site at a time gives

\[
G_{00}=\frac1{E-a_0-\Sigma_1},\qquad \Sigma_n=\frac{b_n^2}{E-a_n-\Sigma_{n+1}} .
\]

The computed levels end at \(\Sigma_N\), which the terminator must supply.

## The one-band terminator

If \(a_n=a\) and \(b_n=b\) beyond level \(N\), then \(\Sigma_N=\Sigma_{N+1}=\Sigma\), so \(\Sigma^2-(E-a)\Sigma+b^2=0\) and

\[
\Sigma=\tfrac12\left[E-a-\sqrt{(E-a)^2-4b^2}\right].
\]

The root behaves as \(E-a\) at large \(|E|\), so that \(\Sigma\to b^2/E\). The band runs from \(A=a-2b\) to \(B=a+2b\), hence \(a=(A+B)/2\) and \(b=(B-A)/4\). Writing \(\Sigma=b\lambda\) gives \(\lambda+1/\lambda=(E-a)/b\): \(\lambda\) is the factor per site of an outgoing wave, or of a decaying one outside the band. The terminator therefore contains the chain's complex band.

The Denisov–Rakhmanov theorem, used here without proof, says that \(a_n\) and \(b_n\) approach these constants if the essential spectrum is one interval on which the local density of states (LDOS) is positive almost everywhere. Isolated bound states outside it are allowed. The theorem gives no rate; singularities of the LDOS set that.

## How a weak singularity enters the coefficients

Put \(E=a+2b\cos\theta\) and let the LDOS be \(w_0(1+f)\), with \(w_0\) the semicircular density of the constant chain and \(f\) small. The recursion orbitals are \(u_n=p_n(H)u_0\), where the polynomials \(p_n\) are orthonormal with the LDOS as weight. Define \(F_{mn}=\int p_mp_nfw_0\,dE\).

Let \(P_n\) be the polynomial proportional to \(p_n\) with leading coefficient one, and \(h_n=\int P_n^2w\,dE\). Then \(b_n^2=h_n/h_{n-1}\). The change of \(P_n\) has lower degree and is orthogonal to \(P_n\), so to first order \(\delta\ln h_n=F_{nn}\) and

\[
\delta\ln b_n^2=F_{nn}-F_{n-1,n-1}.
\]

For \(a_n\), write \(P_n=E^n+s_nE^{n-1}+\dots\). The recursion \(P_{n+1}=(E-a_n)P_n-b_n^2P_{n-1}\) gives \(a_n=s_n-s_{n+1}\). Restoring orthogonality to \(P_{n-1}\) requires \(\delta s_n=-b_nF_{n-1,n}\). Hence

\[
\delta a_n=b(F_{n,n+1}-F_{n-1,n}).
\]

For the constant chain \(p_n=\sin[(n+1)\theta]/\sin\theta\) and \(w_0dE=(2/\pi)\sin^2\theta\,d\theta\), with \(\theta\) from \(0\) to \(\pi\). Products of sines become differences of cosines, constant parts cancel, and

\[
\delta\ln b_n^2=\frac2\pi\int_0^\pi f\sin[(2n+1)\theta]\sin\theta\,d\theta,
\]
\[
\delta a_n=\frac{2b}\pi\int_0^\pi f\sin[(2n+2)\theta]\sin\theta\,d\theta .
\]

Level \(n\) thus samples the Fourier component of the LDOS near frequency \(2n\). Smooth structure dies quickly; a singularity at \(\theta_s\) leaves an oscillation of phase \(2\theta_s\) per level.

For a jump, \(f=\varepsilon\) above \(E_s\) (that is, \(\theta<\theta_s\)), integration gives

\[
\delta\ln b_n^2=\frac{\varepsilon}{\pi}\left[\frac{\sin2n\theta_s}{2n}-\frac{\sin(2n+2)\theta_s}{2n+2}\right]
\simeq-\frac{\varepsilon\sin\theta_s}{\pi n}\cos[(2n+1)\theta_s].
\]

For a square-root onset on a finite background, \(f\propto\sqrt s\) with \(s=\theta_s-\theta>0\). The endpoint contributes \(\int\sqrt s\,e^{ims}ds\), and \(s=v/m\) turns this into \(m^{-3/2}\) times a constant; with \(m\simeq2n\), the oscillation falls as \(n^{-3/2}\). Recursion on weakly perturbed densities gave decay powers 0.998 and 1.54. For the jump, the largest deviation from the first-order formulas was \(9\times10^{-5}\) of \(\varepsilon\), with energy in units of the half-bandwidth. For strong singularities the oscillation's phase and amplitude may differ from these formulas.

## Band edges and a zero inside the band

Strong singularities can be treated through the wave on the chain. Far out, let \(p_n\) oscillate with amplitude \(R_w\). On a chain of length \(L\) the normalisation is \(R_w^2L/2\) and the level spacing \(2\pi b\sin\theta/L\). Since \(p_0=1\), weight divided by spacing gives

\[
w(E)=\frac{1}{\pi bR_w^2\sin\theta}.
\]

Suppose the LDOS vanishes as (distance)\(^\alpha\) at the upper edge and (distance)\(^\beta\) at the lower, with \(\alpha,\beta\ge0\) and no competing interior singularity. Try \(b_n=b(1+c_b/n^2)\), \(a_n=a+2bc_a/n^2\). Near the upper edge \(E-a-2b\simeq-bq^2\), and a slowly varying wave obeys

\[
\psi''+\left[q^2+\frac{2(c_a+c_b)}{n^2}\right]\psi=0 .
\]

Its regular solution is \(\sqrt n\,J_\nu(qn)\) with \(\tfrac14-\nu^2=2(c_a+c_b)\). Keeping \(p_0=1\) as \(q\to0\) needs a factor \(q^{-\nu}\), so \(R_w^2\propto q^{-2\nu-1}\) and \(w\propto q^{2\nu}\). As \(q^2\) measures distance from the edge, \(\nu=\alpha\). At the lower edge the wave alternates in sign, which reverses \(c_a\): \(\tfrac14-\beta^2=2(c_b-c_a)\). Adding and subtracting,

\[
\frac{b_n^2}{b^2}-1\to\frac{1-2\alpha^2-2\beta^2}{4n^2},\qquad
a_n-a\to2b\,\frac{\beta^2-\alpha^2}{4n^2}.
\]

For \((\alpha,\beta)=(1,0)\) both scaled limits are \(-0.25\); recursion at level 150 gave \(-0.248\) and \(-0.247\). Square-root edges, \(\alpha=\beta=\tfrac12\), cancel both terms. Band edges of these types are therefore mild: their effect falls as \(n^{-2}\).

A zero at mid-band is more persistent. Take an LDOS symmetric about \(a\), so that every \(a_n=a\). Try \(b_n=b[1-(-1)^ng/n]\), and write \(\psi_{2m}=(-1)^mA\), \(\psi_{2m+1}=(-1)^mB\), with \(A,B\) slowly varying. With \(q=(E-a)/2b\), the chain equations at even and odd sites become

\[
B'+\frac gnB=qA,\qquad A'-\frac gnA=-qB .
\]

They are solved by \(A=\sqrt nJ_{g-1/2}(qn)\) and \(B=\sqrt nJ_{g+1/2}(qn)\). A fixed start requires the factor \(q^{1/2-g}\), so \(R_w^2\propto q^{-2g}\) and \(w\propto|E-a|^{2g}\). Without the symmetry, \(a_n\) generally alternates as \(1/n\) too, and the alternation of \(b_n\) changes in size and possibly in sign. In the symmetric case a linear zero has \(g=\tfrac12\):

\[
\frac{b_n}{b}-1\to-\frac{(-1)^n}{2n}.
\]

## Why a gap prevents convergence

Let the bands be \([e_1,e_2]\) and \([e_3,e_4]\), with \(S=\sum_ie_i\) and \(R(E)=\prod_i(E-e_i)\), where \(\sqrt R\to E^2\) at large \(|E|\). Far along the chain the limiting coefficient patterns are reflectionless. This is Remling's theorem, again for an LDOS positive almost everywhere on the bands, and again used without proof. It means that at band energies the self-energies from the two sides of a site satisfy

\[
\Sigma_{\rm right}=E-a_n-\Sigma_{\rm left}^* .
\]

Then \(G_{nn}^{-1}=E-a_n-\Sigma_{\rm left}-\Sigma_{\rm right}=-2i\,{\rm Im}\,\Sigma_{\rm left}\) is imaginary on both bands. So is \(\sqrt R\)'s inverse, hence \(G_{nn}\sqrt R\) is real there and has no cut. It grows as \(E\), so it is a linear polynomial:

\[
G_{nn}=\frac{E-\mu_n}{\sqrt{R(E)}} .
\]

The phase of \(\sqrt R\) reverses between the bands, so a positive density requires \(e_2\le\mu_n\le e_3\). Expanding at large \(E\), the right side is \(1/E+(S/2-\mu_n)/E^2+\dots\), while \(G_{nn}=1/E+a_n/E^2+\dots\). Therefore

\[
a_n=\frac S2-\mu_n .
\]

The site energies stay in an interval as wide as the gap, and nothing damps their motion within it.

Two averages help in reading the coefficients. The site-averaged density is \(\rho_e=|E-E_*|/(\pi\sqrt{|R|})\), \(E_*\) being the mean of \(\mu_n\). Since \(p_n(E)=\prod_j(E-E_j)/\prod_jb_j\), with \(E_j\) the levels of the first \(n\) sites, a wave grows per site at the rate

\[
\gamma(E)=\int\ln|E-y|\,\rho_e(y)\,dy-\langle\ln b_n\rangle .
\]

It vanishes in both bands. Its change across the gap must then be zero, which fixes \(E_*\) by \(\int_{e_2}^{e_3}(E-E_*)/\sqrt{|R|}\,dE=0\), and \(\gamma=0\) at a band energy fixes the geometric mean of \(b_n\), the capacity of the spectrum. If the upper band holds a fraction \(\omega\) of \(\rho_e\), node counting gives a gap wave the phase \(\pi\omega\) per site. The modulation that opens the gap couples this wave to its reverse, so its phase is \(2\pi\omega\) per level. This Bragg argument is a weak-gap one, so a wide gap is the harder trial.

A ladder lead with two orbitals per cell provides it. Its bands are \([-2.157,1.753]\) and \([4.357,6.047]\) eV, and \(\omega=0.4046\). The predicted phase is \(2\pi\times0.4046=2.542\) radians per level; the site energies gave 2.542. They covered 2.604 eV, the gap width to that accuracy. The capacity is 1.935 eV and the geometric mean of \(b_n\) over levels 21 to 200 was 1.937 eV.

## The gap terminator

Reflectionlessness also gives \({\rm Im}\,\Sigma_{\rm right}={\rm Im}\,\Sigma_{\rm left}\). The cut of \(\Sigma_{\rm right}\) is thus half that of \(-G_{nn}^{-1}=-\sqrt R/(E-\mu_n)\). What remains can have a pole only at \(\mu_n\). With \(n=N-1\),

\[
\Sigma_N=\frac{P(E)-\sqrt{R(E)}}{2(E-\mu)},\qquad \mu=\frac S2-a_{N-1}.
\]

Because \(\Sigma_N\to b_N^2/E\), \(P=E^2-SE/2+p_0\). If \(\sqrt R=E^2-SE/2+c_0+\dots\), then \(p_0=c_0+2b_N^2\), where \(c_0=\tfrac12\sum_{i<j}e_ie_j-S^2/8\).

One more condition removes false bound states. The left self-energy has the same form with a polynomial \(P_{\rm left}\), and the sum rule for \(G_{nn}^{-1}\) gives \(P+P_{\rm left}=2(E-a_n)(E-\mu)\), so \(P_{\rm left}(\mu)=-P(\mu)\). If both sides had a pole at \(\mu\), the chain would have a bound state there, with a node at site \(n\) but weight on sites \(n\pm1\). The Green functions of those sites have the same form as \(G_{nn}\), with no pole in the gap, which excludes such a state. One residue must vanish:

\[
P(\mu)=\pm\sqrt{|R(\mu)|}.
\]

In practice \(a_{N-1}\) sets \(\mu\), limited to the gap; this condition sets \(p_0\) for each sign; and the sign whose \(p_0\) lies closer to \(c_0+2b_N^2\) is kept. The edges come from the lead's bulk bands, counting those the contact orbital can see. The argument holds for the limiting pattern; while the coefficients still carry decaying variations, the join at level \(N\) can occasionally bind a faint state very close to a gap edge.

For the ladder at \(N=30\), compared with a direct wave-number sum at the same small imaginary energy, the largest error in \(G_{00}\) was about 0.4 eV\(^{-1}\) with one band spanning both, and about \(10^{-10}\) eV\(^{-1}\) with the gap form.

## Worked case: an atom on gapped graphene

Take a graphene sheet with hopping \(t=2.7\) eV, bond \(d=1.42\) Å and site energies \(\pm\Delta\) on its two sublattices, \(\Delta=0.15\) eV. An atom above one \(+\Delta\) carbon couples to it with \(V=1\) eV.

Hopping switches sublattice at each step, so \(u_n\) lies wholly on one sublattice and alternates. The staggered energy multiplies \(u_n\) by \((-1)^n\Delta\): hence \(a_n=(-1)^n\Delta\), while \(b_n\) is the same as for \(\Delta=0\). The gap thus appears as an undamped \(\pm0.15\) eV alternation of \(a_n\).

The \(b_n\) carry the gapless sheet's singularities. Its band spans \(\pm3t\), so \(b=6t/4=4.05\) eV. The Dirac point is a linear mid-band zero; the measured \(n(-1)^n(b_n/b-1)\), averaged over levels 60 to 300, was \(-0.498\) against \(-\tfrac12\). At level 300 this means \(b_n-b\simeq-4.05/600=-0.0068\) eV; the computed value is \(4.0423-4.05=-0.0077\) eV, which includes the van Hove part. The logarithmic van Hove singularities at \(\pm t\) have \(\cos\theta_s=\pm\tfrac13\) and predict a phase of \(2\theta_s=2.462\); apart from the larger Dirac alternation at phase \(\pi\), the spectrum of the coefficients peaked there, with amplitude 0.13 on the same scale over those levels. This amplitude is not a limit: it drifts from about 0.15 over levels 30 to 120 to about 0.11 over levels 500 to 1000, so the oscillation falls somewhat faster than \(1/n\).

Now consider the one-band terminator at mid-gap. With constant \(b\) and \(a_n=(-1)^n\Delta\), try \(\psi_{2m}=(-1)^mAe^{-2m\kappa}\), \(\psi_{2m+1}=(-1)^mBe^{-(2m+1)\kappa}\). The chain equations at \(E=0\) are

\[
2b\sinh\kappa\,B=\Delta A,\qquad 2b\sinh\kappa\,A=\Delta B,
\]

so \(A=B\) and \(\sinh\kappa=\Delta/2b=0.15/8.10\), or \(\kappa=0.0185\) per level. The false density at \(u_0\) is \(|G_{0,N-1}|^2(-{\rm Im}\,\Sigma_N)/\pi\), which falls as \(e^{-2N\kappa}\). Each factor of ten costs \(\ln10/(2\times0.0185)\simeq62\) levels. The leak between \(N=200\) and 300 gave \(\kappa=0.0186\).

The table gives the largest LDOS error for \(|E|\le1.5\) eV, with the imaginary energy held at 0.01 eV, and the mid-gap leak of the one-band form at vanishing imaginary energy, all in eV\(^{-1}\). The errors are sampled every 0.05 eV; finer sampling raises the tabulated error maxima by up to about 14 %.

| \(N\) | One-band error | Gap-form error | Leak |
|---|---|---|---|
| 50 | 0.0054 | 0.0067 | \(1.5\times10^{-3}\) |
| 100 | 0.0065 | 0.0019 | \(2.1\times10^{-4}\) |
| 300 | 0.0027 | 0.0003 | \(1.2\times10^{-7}\) |

At \(N=50\) the gap form has the larger maximum error, although it leaves the gap empty. Here \(\mu=-a_{N-1}\) lies at a gap edge, so the terminator is the chain with the exact alternating \(a_n\) and constant hopping \(b\). Its whole error therefore comes from the variation of \(b_n\) that it omits. At this depth the Dirac alternation alone makes neighbouring hoppings differ by about \(b/N=0.08\) eV, comparable with \(\Delta\).

At \(E=0.5\) eV, with an imaginary energy of 0.01 eV, the chain with \(N=300\) and the gap form gives \(\Gamma=0.1045\) eV; the Brillouin-zone integral gives 0.1055 eV, a difference of 1 %. As the imaginary energy vanishes, the integral falls to 0.104 eV and the difference grows to 2 %. A cone estimate checks the size. With \(v=3td/2\), \(E^2=\Delta^2+v^2k^2\), two valleys and cell area \(A_c=3\sqrt3d^2/2\), the density per cell and spin is \(A_cE/(\pi v^2)\). The contacted sublattice carries the fraction \((1+\Delta/E)/2\), so

\[
\Gamma\simeq2\pi V^2\frac{A_c(E+\Delta)}{2\pi v^2}=0.103\ {\rm eV}.
\]

**Against a real contact.** The hopping and bond length are typical of graphene. A 0.3 eV gap is of the order discussed for epitaxial graphene on silicon carbide, where its origin has been debated; many substrates give far less. The coupling is a round value. The largest neglected effect sized here is electron exchange: to first order it raises the velocity by the fraction \((e^2/4\epsilon v)\ln(3t/E)\) in Gaussian units. With a rough permittivity \(\epsilon=5\) this is 35 %, and since the LDOS varies as \(v^{-2}\), this change alone would lower \(\Gamma\) to about 0.06 eV. Exchange also enlarges the gap, which this estimate leaves out. So large a correction makes first order itself only indicative. By comparison, 10 % coupling to the three neighbouring carbons changes \(\Gamma\), up or down with the relative sign of the couplings, by about 3 %, and a second-neighbour hopping of 0.1 eV shifts the level by 0.003 eV relative to the cone point. Averaging \(\Gamma(E)\) over the 300 K thermal window centred at mid-gap gives about \(2\times10^{-4}\) eV. This is not a lifetime width: \(\Gamma(0)\) vanishes in this model at any temperature, so a mid-gap level stays sharp. Interband tunnelling has the field scale \(\pi\Delta^2/(ev)\simeq1.2\) MV/cm. Disorder, phonons and substrate states are not included.

## Setting the depth and the terminator

Inspect the coefficients before choosing.

- **Both sequences settle.** Use the one-band form with edges from the bulk bands. Increase \(N\) until both the remaining oscillation and \(b/N\) are small compared with the width of the energy structure you need to resolve. The second condition matters because a weak structure leaves only a small oscillation even when it is unresolved.
- **An oscillation decays slowly.** Its phase per level, \(2\theta_s\), locates an interior singularity up to reflection about the band centre, since \(\theta_s\) and \(\pi-\theta_s\) give the same frequency. Averaging the last coefficients recovers \(a\) and \(b\) but not the singularity, which needs greater depth.
- **An oscillation of \(a_n\) or \(b_n\) does not decay.** Suspect a gap and compare with the bulk bands. For one gap, use the gap form once decaying variations are small compared with the gap; in the graphene case this means \(N\gg b/\Delta=27\). Several gaps need a square root with more edges.

If a one-band form is the only choice for a small central gap \(E_g\), then \(\kappa\simeq E_g/4b\), and suppressing the mid-gap leak by \(e^{-M}\) takes about \(2bM/E_g\) levels. Nearer the gap edges \(\kappa\) is smaller and the cost higher.

An imaginary energy \(\eta\) also hides terminator errors. From \(E=a+2b\cos\theta\), it gives \(\theta\) an imaginary part of size \(\eta/(2b\sin\theta)\), so an echo from level \(N\) is damped by \(\exp[-N\eta/(b\sin\theta)]\). With \(\eta=0.01\) eV and \(N=300\) in the graphene sheet at \(E=0.5\) eV, well outside the gap, that factor is still about 0.5: the terminator matters. Close to the gap the wave is slower and the damping stronger than this formula gives, but a one-band terminator also reflects more strongly there: at \(N=300\) its largest LDOS error lies near 0.21 eV. Well inside the gap the echo is weak, and the formula does not apply. Compare terminators at the \(\eta\) of the production calculation, since a larger one can make a poor choice look converged. The full set of values is in the numerical output.

## Computed values

```
jump in LDOS: fitted decay power of b = 0.998
square-root onset: fitted decay power = 1.540
first-order law, largest error / strength = 8.5e-05
edge powers 0,0: n^2(b_n^2/b^2-1) = 0.2500, n^2 a_n/(2b) = 0.0000
edge powers 1,0: n^2(b_n^2/b^2-1) = -0.2483, n^2 a_n/(2b) = -0.2467
edge powers 1,1: n^2(b_n^2/b^2-1) = -0.7401, n^2 a_n/(2b) = 0.0000
ladder: site energies 0.0, 5.0; hops -1.0, -0.4; mixing 1.0 eV
ladder band edges = -2.1573, 1.7529, 4.3573, 6.0471 eV
ladder gap = 2.6044 eV, range of a_n = 2.6039 eV
upper-band equilibrium weight = 0.40455
oscillation: predicted 2.5419, found 2.5417 rad/site
capacity = 1.9351 eV, geometric mean b = 1.9367 eV
ladder N=30, largest G error: one-band 3.73e-01 1/eV
ladder N=30, largest G error: gap form 1.50e-10 1/eV
graphene: t = 2.7 eV, delta = 0.15 eV, bond = 1.42 angstrom
b_1..b_4 = 4.6765, 3.8184, 4.6765, 3.4857 eV
b_299, b_300 = 4.05666, 4.04231; limit 4.05000 eV
mapping error in G at 0.5+0.3i eV = 1.1e-11 1/eV
Dirac zero: n(-1)^n(b_n/b-1) = -0.4984
van Hove phase: predicted 2.4619, found 2.4621 rad
van Hove amplitude of n(b_n/b-1) = 0.1313
terminator test: |E| <= 1.5 eV, imaginary energy 0.01 eV
N=50: LDOS error one-band 5.38e-03, gap form 6.65e-03, mid-gap leak 1.46e-03 1/eV
N=100: LDOS error one-band 6.46e-03, gap form 1.89e-03, mid-gap leak 2.07e-04 1/eV
N=200: LDOS error one-band 3.31e-03, gap form 6.34e-04, mid-gap leak 4.81e-06 1/eV
N=300: LDOS error one-band 2.71e-03, gap form 2.74e-04, mid-gap leak 1.16e-07 1/eV
mid-gap kappa: complex band 0.01852, leak 0.01863 /site
reach of 300 steps = 368.9 angstrom = 36.9 nm
contact coupling = 1.0 eV, energy = 0.5 eV
contact broadening: zone integral 0.10554 eV
contact broadening: chain N=300 0.10453 eV
contact broadening: Dirac-cone formula 0.10296 eV
exchange velocity rise (rough permittivity 5) = 34.9 %
LDOS factor from that rise = 0.550
second-neighbour hop 0.1 eV: level shift from cone point = 0.00312 eV
10 % coupling to three neighbours: broadening x 0.9696
300 K: kT = 0.02585 eV; thermal mid-gap broadening = 1.68e-04 eV
interband tunnelling field scale = 1.229 MV/cm
```
